# Small-Signal Impedance of a Read Diode with a Thin Avalanche Zone

A reverse-biased diode can be doped so that its field is high enough for impact ionization in one thin zone and lower in a longer zone beside it. Electrons made in the thin zone cross the longer one at saturated speed. Let a small alternating current be added to the direct current. The avalanche needs time to build up and the electrons need time to cross, so the alternating voltage is not in phase with the current. The question is whether these delays can make the resistance negative, so that the diode delivers alternating power, and at which frequencies.

## Model and conventions

SI units are used. The avalanche zone is $0<x<l_a$, the drift zone has length $l_d$, and the area is $A$. Electrons move toward $+x$ and holes toward $-x$, both at the saturated speed $v$. The electric field therefore points toward $-x$; its magnitude is $F$, and currents are counted positive along the field. With densities $n,p$ and elementary charge $q$, put
$$j_n=qvn,\quad j_p=qvp,\quad u=j_n+j_p,\quad w=j_n-j_p .$$
Here $u$ is the particle current density and $w/v$ is the excess of electron over hole charge.

The assumptions are these.

1. Both carriers have the same ionization rate $\alpha(F)$ per unit length, which follows the local field at once.
2. The dc field is uniform in the avalanche zone. There is no ionization in the drift zone, which stays depleted.
3. Diffusion and leakage are neglected: no electrons enter at $x=0$ and no holes enter at $x=l_a$.
4. The signal is small, with phasors multiplying $e^{i\omega t}$.
5. The avalanche transit time $\tau_a=l_a/v$ is short: $\omega\tau_a\ll1$, at a fixed ratio $\omega/\omega_r\neq1$, with $\omega_r$ defined below.

Let $J_0$ be the dc current density, $\varepsilon$ the permittivity, $\alpha'=d\alpha/dF$ at the dc field, $C_a=\varepsilon A/l_a$, $C_d=\varepsilon A/l_d$, and $\theta=\omega l_d/v$ the transit angle.

**Theorem.** With each zone's impedance taken to leading order in $\omega\tau_a$, $Z=Z_a+Z_d$, where
$$Z_a=\frac{1}{i\omega C_a}\,\frac{1}{1-\omega_r^2/\omega^2},\qquad
Z_d=\frac{1}{i\omega C_d}\left[1-\gamma\,\frac{1-e^{-i\theta}}{i\theta}\right],$$
$$\gamma=\frac{1}{1-\omega^2/\omega_r^2},\qquad \omega_r^2=\frac{3\alpha' vJ_0}{\varepsilon}.$$
The resistance is
$$\operatorname{Re}Z=\frac{1}{\omega C_d}\,\frac{1-\cos\theta}{\theta}\,\frac{1}{1-\omega^2/\omega_r^2}.\tag{1}$$
It is negative for $\omega>\omega_r$, except at $\theta=2\pi k$ with integer $k$, where it vanishes.

## The avalanche zone

**Lemma 1 (balance equations).** In the avalanche zone
$$\frac1v\frac{\partial u}{\partial t}=-\frac{\partial w}{\partial x}+2\alpha u,\qquad
\frac1v\frac{\partial w}{\partial t}=-\frac{\partial u}{\partial x},\tag{2}$$
with $w=-u$ at $x=0$ and $w=u$ at $x=l_a$. The sum $u+\varepsilon\,\partial F/\partial t$ does not depend on $x$.

*Proof.* Each carrier creates $\alpha v$ pairs per unit time, so
$$\frac1v\frac{\partial j_n}{\partial t}=-\frac{\partial j_n}{\partial x}+\alpha u,\qquad
\frac1v\frac{\partial j_p}{\partial t}=+\frac{\partial j_p}{\partial x}+\alpha u .$$
The derivative signs differ because the carriers move in opposite directions. Adding and subtracting gives (2). The edge conditions state $j_n(0)=0$ and $j_p(l_a)=0$. Since $F$ is measured against $+x$, Gauss's law reads $\varepsilon\,\partial F/\partial x=w/v$ plus a constant-in-time doping term. Its time derivative is $\varepsilon\,\partial^2F/\partial x\partial t=(1/v)\,\partial w/\partial t=-\partial u/\partial x$, which proves the last claim. ∎

**Lemma 2 (dc state).** A steady current requires $\alpha l_a=1$, and then $u=J_0$ and $w=J_0(2x/l_a-1)$.

*Proof.* Without time dependence, (2) gives $\partial u/\partial x=0$, so $u=J_0$, and $\partial w/\partial x=2\alpha J_0$. Starting from $w(0)=-J_0$, $w=J_0(2\alpha x-1)$. The condition $w(l_a)=J_0$ demands $2\alpha l_a-1=1$. ∎

Breakdown thus pins the dc field, whatever the current. This is why $\alpha'$ can be held fixed when $J_0$ is varied.

**Lemma 3 (avalanche inductance).** Let $V_a=\int_0^{l_a}F_1\,dx$ be the ac voltage across the zone and $J_1$ the ac particle current density leaving it at $x=l_a$. To leading order,
$$i\omega\tau_aJ_1=3\alpha'J_0V_a .\tag{3}$$

*Proof.* Write $u=J_0+u_1$, $w=w_0+w_1$ and $\alpha=1/l_a+\alpha'F_1$, and keep first-order terms:
$$\frac{i\omega}{v}u_1=-\frac{dw_1}{dx}+\frac{2}{l_a}u_1+2\alpha'J_0F_1,\qquad
\frac{i\omega}{v}w_1=-\frac{du_1}{dx}.\tag{4}$$
Integrate the first equation over the zone. With $\bar u$ the spatial mean of $u_1$ and $u_e=[u_1(0)+u_1(l_a)]/2$, the edge conditions give $w_1(l_a)-w_1(0)=2u_e$, and
$$i\omega\tau_a\bar u=2(\bar u-u_e)+2\alpha'J_0V_a .\tag{5}$$
The difference $\bar u-u_e$ is small, but so is the left side, so it must be found to first order in $\omega\tau_a$.

At zeroth order the second equation of (4) makes $u_1$ uniform, $u_1=J_1$. In the first equation the terms $i\omega u_1/v$ and $2\alpha'J_0F_1$ are smaller than $2u_1/l_a$ by a factor of order $\omega\tau_a$. For the field term this follows from $F_1=(J_t-u_1)/(i\omega\varepsilon)$, where $J_t$ is the total ac current density. With $\alpha'J_0/\varepsilon=\omega_r^2/(3v)$, the term is of order $(\omega_r/\omega)^2\,\omega\tau_a\,|J_t-u_1|/l_a$, and $J_t/J_1$ stays finite. Indeed, (4) limits the variation of $u_1$, and with it $\bar u-u_e$, to order $\omega\tau_a(|J_1|+\omega\tau_a|J_t|)$. By (5), $\alpha'J_0V_a$ has at most that order, so at fixed $\omega/\omega_r$ the mean total current $J_t=\bar u+i\omega\varepsilon V_a/l_a$ is at most of order $|J_1|+\omega\tau_a|J_t|$, hence of order $|J_1|$. Hence $dw_1/dx=2J_1/l_a$ and $w_1=J_1(2x/l_a-1)$. Putting this into the second equation of (4) and integrating,
$$u_1(x)=u_1(0)+\frac{i\omega}{v}J_1\left(x-\frac{x^2}{l_a}\right).$$
The bracket vanishes at both edges, and its mean is $l_a/2-l_a/3=l_a/6$. Therefore $\bar u-u_e=i\omega\tau_aJ_1/6$. Equation (5) becomes
$$i\omega\tau_aJ_1=\tfrac13\,i\omega\tau_aJ_1+2\alpha'J_0V_a .$$
Moving the first term on the right to the left leaves $\tfrac23i\omega\tau_aJ_1=2\alpha'J_0V_a$, which is (3). ∎

**Remark (factor 2 or 3).** If the particle current is taken as uniform at all times, integration of (2) gives Read's equation,
$$\tau_a\frac{dJ}{dt}=2J\left(\int_0^{l_a}\alpha\,dx-1\right),$$
and linearization gives (3) with 2 in place of 3. The second balance equation does not allow this uniformity while the current changes, and the bulge in $u_1$ has the same order as the term kept.

The same factor governs free growth. At a fixed field with $\alpha l_a=1+\delta$ and a current proportional to $e^{st}$, replace $i\omega$ by $s$ and the field term by $2\delta J$. Then $s\tau_aJ=\tfrac13s\tau_aJ+2\delta J$, so $s\tau_a=3\delta$ for small $\delta$. Stepping electrons and holes through a zone of 400 cells, with pair creation in each step, and comparing growth rates at $\alpha l_a=0.98$ and $1.02$ gives a slope of 2.99; the shortfall from 3 is grid error.

**Resonance.** The particle current $I_1=AJ_1$ obeys $V_a=i\omega L_aI_1$, with
$$L_a=\frac{\tau_a}{3\alpha'I_0},\qquad I_0=AJ_0 .\tag{6}$$
It lags the voltage by a quarter period because the field controls the growth rate of the avalanche and not its size. The displacement current flows in parallel through $C_a$. Averaging $J_t=u_1+i\omega\varepsilon F_1$ over the zone gives, to leading order, $J_t=J_1+i\omega\varepsilon V_a/l_a$. By (3), $V_a=i\omega\tau_aJ_1/(3\alpha'J_0)$, so
$$J_t=J_1\left(1-\frac{\omega^2\varepsilon}{3\alpha'vJ_0}\right)=J_1\left(1-\frac{\omega^2}{\omega_r^2}\right),\qquad J_1=\gamma J_t .\tag{7}$$
The impedance follows from the displacement part:
$$Z_a=\frac{V_a}{AJ_t}=\frac{l_a(1-\gamma)}{i\omega\varepsilon A},\qquad
1-\gamma=\frac{-\omega^2/\omega_r^2}{1-\omega^2/\omega_r^2}=\frac{1}{1-\omega_r^2/\omega^2}.$$
This is the stated $Z_a$. It is purely reactive, inductive below $\omega_r$ and capacitive above. Since $L_a\propto1/J_0$ while $C_a$ is fixed, $\omega_r=1/\sqrt{L_aC_a}\propto\sqrt{J_0}$.

## The drift zone

**Lemma 4.** If the particle current density $\gamma J_t$ enters the drift zone, its impedance is $Z_d$ as stated.

*Proof.* Let $x'$ be the distance from the entrance. Electrons arrive there after a delay $x'/v$ without change in number, so $j(x')=\gamma J_te^{-i\omega x'/v}$. The total current is uniform, hence
$$F_1(x')=\frac{J_t}{i\omega\varepsilon}\left(1-\gamma e^{-i\omega x'/v}\right).\tag{8}$$
Using $\int_0^{l_d}e^{-i\omega x'/v}dx'=l_d(1-e^{-i\theta})/(i\theta)$ and dividing the voltage by $AJ_t$ gives $Z_d$. ∎

**Proof of the theorem.** The two voltages add at the same total current, so $Z=Z_a+Z_d$. Next,
$$\frac{1-e^{-i\theta}}{i\theta}=\frac{1-\cos\theta+i\sin\theta}{i\theta}=\frac{\sin\theta}{\theta}-i\,\frac{1-\cos\theta}{\theta},$$
and therefore
$$Z_d=\frac{1}{\omega C_d}\left[\gamma\,\frac{1-\cos\theta}{\theta}-i\left(1-\gamma\,\frac{\sin\theta}{\theta}\right)\right].$$
The real part is (1), since $Z_a$ has none. The factor $(1-\cos\theta)/\theta$ is never negative for $\theta>0$ and vanishes at $\theta=2\pi k$. The sign of the resistance is otherwise that of $\gamma$, which is negative above $\omega_r$. ∎

**Where the power comes from.** At phase depth $\phi=\omega x'/v$, equation (8) gives
$$\operatorname{Re}\frac{F_1}{J_t}=\frac{\gamma\sin\phi}{\omega\varepsilon}.$$
The mean power absorbed per unit volume is $\tfrac12|J_t|^2$ times this. Above resonance $\gamma<0$, so slices with $0<\phi<\pi$ deliver power and slices with $\pi<\phi<2\pi$ absorb it. At $\theta=2\pi$ the two cancel. In this leading-order model, where $\gamma$ is real, both delays are needed. As $L_a\to0$, $\omega_r\to\infty$ and $\gamma\to1$, so (1) is never negative; without transit $\phi$ stays zero and the resistance vanishes. Beyond leading order the avalanche zone can have a negative resistance of its own. In the finite-delay solution of the example below, $\operatorname{Re}Z_a$ is $-0.02$ Ω at 20 GHz, and the total resistance at $\theta=2\pi$ is about $-0.002$ Ω instead of zero.

## Shape and limits

**The best transit angle depends on what is held fixed.** The derivative of $(1-\cos\theta)/\theta$ has the sign of $g=\theta\sin\theta-1+\cos\theta$. Since $g(0)=0$ and $g'=\theta\cos\theta$, $g$ rises until $\theta=\pi/2$ and then falls until $\theta=3\pi/2$, crossing zero before it passes $g(\pi)=-2$. After that it climbs back, still negative, to $g(2\pi)=0$. There is thus one maximum in $0<\theta<2\pi$, where $\theta=(1-\cos\theta)/\sin\theta=\tan(\theta/2)$. Numerically, $\theta=2.331$ and the maximum is 0.725. Beyond $2\pi$ the function is at most $2/\theta<0.32$.

This is the optimum of the ratio of resistance to $1/(\omega C_d)$ at a given $\gamma$. If $\omega$ is fixed and $l_d$ is varied, $C_d$ changes as well. Substituting $\omega C_d\theta=\omega^2\varepsilon A/v$ in (1),
$$\operatorname{Re}Z=\frac{v\gamma}{\omega^2\varepsilon A}(1-\cos\theta),$$
whose magnitude first peaks at $\theta=\pi$.

For a given diode with varying frequency, a third form is useful:
$$\operatorname{Re}Z=R_s\gamma\left[\frac{\sin(\theta/2)}{\theta/2}\right]^2,\qquad R_s=\frac{l_d^2}{2\varepsilon vA}.$$
Between $\omega_r$ and the first transit zero, if $\omega_r$ lies below it, both $|\gamma|$ and the squared factor fall with frequency. The negative resistance is then strongest near resonance.

**Low frequency.** As $\omega\to0$, $\gamma\to1$ and $\operatorname{Re}Z\to R_s$. This is the space-charge resistance: relative to its value at the entrance, an added current density $\delta J$ raises the drift field by $\delta J\,x'/(\varepsilon v)$, which integrates to $\delta J\,l_d^2/(2\varepsilon v)$, while breakdown holds the avalanche voltage fixed. The entrance field itself rises by $\delta J\,l_a/(6\varepsilon v)$, because of the space charge in the avalanche zone. This adds only the fraction $l_a/(3l_d)$ to the resistance and is neglected at leading order.

**High frequency or low current.** For $\omega\gg\omega_r$, $\gamma\approx-\omega_r^2/\omega^2$. The negative resistance then is proportional to $J_0$ at fixed frequency, and $Z$ approaches that of $C_a$ and $C_d$ in series.

**Failure near the pole.** The relative error in (3) is of order $\omega\tau_a$, so the formula cannot be trusted where $|1-\omega^2/\omega_r^2|$ is that small or smaller. The infinite resistance at $\omega_r$ belongs to the leading-order model. In the finite-delay solution of the example below, where $\omega_r\tau_a=0.15$, the resistance at $\omega_r$ is finite, about $-1.9$ kΩ, and it changes sign slightly below resonance, at 11.89 GHz. The relative error in $Z$ is 4 to 9% at $|1-\omega^2/\omega_r^2|=0.15$ and about 70% at 0.01. Also, $Z_a$ is smaller than $Z_d$, by roughly $l_a/l_d$ in the example below from resonance upward, and by more at low frequency. As $\omega\to0$, $Z_a$ tends to zero while the omitted correction to $Z_d$ tends to $R_sl_a/(3l_d)$, so this correction can exceed $Z_a$ itself.

## Worked example

The values below resemble those of silicon, but in silicon holes ionize less readily than electrons, against assumption 1, and both $\omega_r$ and the resistance then change. The numbers describe the equal-rate model and not a silicon diode. Take round model parameters: $l_a=0.2$ µm, $l_d=2$ µm, $v=10^5$ m/s, relative permittivity 12, $\alpha'=0.2$ V$^{-1}$, $J_0=10^7$ A/m² and $A=10^{-8}$ m². Then $\varepsilon=1.0625\times10^{-10}$ F/m, $I_0=0.1$ A, $\tau_a=2$ ps and the drift time is 20 ps. From (6),
$$L_a=\frac{2\times10^{-12}}{3(0.2)(0.1)}\ \text{H}=33.3\ \text{pH},\qquad C_a=5.31\ \text{pF},$$
$$\omega_r=\sqrt{\frac{3(0.2)(10^5)(10^7)}{1.0625\times10^{-10}}}\ \text{s}^{-1}=7.51\times10^{10}\ \text{s}^{-1}.$$
The resonance frequency is 11.96 GHz; the factor 2 would give 9.77 GHz. At one quarter and one sixteenth of the current it is 5.98 and 2.99 GHz.

At 20 GHz, $\theta=2.513$, $1/(\omega C_d)=14.98$ Ω, $(1-\cos\theta)/\theta=0.720$ and $\gamma=-0.557$. Equation (1) gives
$$\operatorname{Re}Z=(14.98\ \Omega)(0.720)(-0.557)=-6.0\ \Omega .$$
The reactance is $-2.3$ Ω from the avalanche zone and $-16.9$ Ω from the drift zone, together $-19.3$ Ω.

The cost of neglecting $\omega\tau_a$ can be found by solving (4) without that approximation. With $F_1=(J_t-u_1)/(i\omega\varepsilon)$ the equations have constant coefficients. A matrix exponential carries the solution across the zone, and the edge conditions fix it. The drift voltage then follows from Gauss's law by quadrature. All other assumptions are unchanged. Impedances are in ohms:

| $f$ (GHz) | $\gamma$ | $Z$, theorem | $Z$, finite delay |
|---:|---:|---:|---:|
| 6 | 1.336 | $24.0+12.3i$ | $24.6+12.1i$ |
| 10 | 3.323 | $54.7+52.4i$ | $54.7+52.3i$ |
| 15 | −1.745 | $-24.2-43.0i$ | $-25.4-41.4i$ |
| 20 | −0.557 | $-6.00-19.3i$ | $-6.14-18.8i$ |
| 30 | −0.189 | $-0.91-10.9i$ | $-0.88-10.8i$ |
| 40 | −0.098 | $-0.10-8.2i$ | $-0.09-8.2i$ |

The resistance changes sign between 10 and 15 GHz and becomes very small near 50 GHz, where the theorem has its first transit zero. Relative to the theorem's value, the finite delay changes the resistance by about 5% at 15 GHz and 2% at 20 GHz. At 40 GHz the change is about 15%, though only 0.015 Ω. The parallel resonance of the avalanche zone, located as the zero of $\operatorname{Im}(1/Z_a)$ in the finite-delay solution, stays at 11.96 GHz.

The uniform-field assumption can be judged from the dc charge. By Lemma 2 and Gauss's law, the field at the edges of the avalanche zone exceeds that at its centre by $J_0l_a/(4\varepsilon v)=4.7\times10^4$ V/m, which changes $\alpha$ by 0.2%. In the drift zone the carriers raise the field by $J_0l_d/(\varepsilon v)=1.9\times10^6$ V/m. The doping must leave room for this rise without starting ionization there, and it must keep the field high enough everywhere in the zone for the speed to stay saturated. At much higher current the rise, proportional to $J_0$, can start ionization in the drift zone. The assumptions behind the $\sqrt{J_0}$ law then no longer hold.

Numerical values quoted here were computed with a short program.
